# How Maxwell Slip Raises Laminar Gas Flow in a Circular Tube: a program that tests the result

```python
# Result under test: Maxwell slip multiplies laminar flow in a circular tube by
#   F = 1 + 8 Kn (2-s)/s,  Kn = mfp/D,  mfp = (mu/p) sqrt(pi k T/(2 m)),
# D: diameter, s: tangential accommodation, mu: viscosity, p: pressure,
# T: temperature, m: molecular mass. Small Kn, isothermal, slow, long tube.
# Reference: linearized BGK kinetic equation, rarefaction delta = p R/(mu v0),
# R = D/2, v0 = sqrt(2kT/m); velocities there are in units G R/(rho v0),
# G: pressure gradient, rho: mass density.
import numpy as np
from numpy.polynomial import Polynomial
from numpy.polynomial.legendre import leggauss
from scipy import constants as const
from scipy.integrate import solve_ivp

k_B = const.k
torr = const.torr


def slip_factor(kn, s):
    return 1 + 8 * kn * (2 - s) / s


def wall_slip_from_velocity_space(s):
    """Slip velocity and stress from the wall momentum balance (rho = v0 = 1)."""
    x, w = leggauss(40)
    half, wh = 3 * (x + 1), 3 * w
    full = np.concatenate((-half[::-1], half))
    wf = np.concatenate((wh[::-1], wh))
    cx, cy, cz = np.meshgrid(full, full, full, indexing="ij")
    weight = wf[:, None, None] * wf[None, :, None] * wf[None, None, :]
    c2 = cx**2 + cy**2 + cz**2
    weight = weight * np.exp(-c2) / np.pi**1.5
    collision_time = 0.1 / (1 + np.sqrt(c2))   # depends on molecular speed
    shear_part = -2 * cy * cz * collision_time
    downward = -cy * cz * weight
    stress = np.sum(downward * shear_part)
    arriving = cy < 0
    from_shear = np.sum((downward * shear_part)[arriving])
    per_slip = np.sum((downward * 2 * cz)[arriving])
    return (stress / s - from_shear) / per_slip, stress


def finite_volume_factor(kn, s, cells=600):
    """Flow with slip over analytic no-slip flow; R = mu = G = 1."""
    h = 1 / cells
    centre = (np.arange(cells) + 0.5) * h
    zeta = 2 * kn * (2 - s) / s
    matrix = np.zeros((cells, cells))
    for i in range(cells - 1):
        g = (i + 1) * h / h
        matrix[i, i] += g
        matrix[i + 1, i + 1] += g
        matrix[i, i + 1] -= g
        matrix[i + 1, i] -= g
    matrix[-1, -1] += 1 / (zeta + h / 2)
    u = np.linalg.solve(matrix, centre * h)
    return 2 * np.sum(u * centre) * h / (1 / 8)


def kinetic_mean_velocity(delta, s, size=4):
    """BGK mean velocity; trial functions r^(2k), exact transport on chords."""
    x, w = leggauss(80)
    speed = 2.5 * (x + 1)
    w_speed = 4 * 2.5 * w * speed * np.exp(-speed**2)
    eps = speed / delta
    gain = np.zeros((size, size))
    for angle, w_angle in zip((x + 1) * np.pi / 4, w * np.pi / 4):
        b, half = np.sin(angle), np.cos(angle)
        decay = np.exp(-2 * half / eps)
        trial = [Polynomial([b * b, 0, 1])**k for k in range(size)]
        ders = [[trial[k].deriv(n) for n in range(2 * k + 1)]
                for k in range(size)]
        layer = [sum(eps**(n + 1) * (d(-half) - decay * d(half))
                     for n, d in enumerate(ders[j])) for j in range(size)]
        for k in range(size):
            start = sum((-eps)**n * d(-half) for n, d in enumerate(ders[k]))
            end = sum((-eps)**n * d(half) for n, d in enumerate(ders[k]))
            amp = ((1 - s) * end - start) / (1 - (1 - s) * decay)
            for j in range(size):
                bulk = 0
                for n, d in enumerate(ders[k]):
                    prim = (trial[j] * d).integ()
                    bulk = bulk + (-eps)**n * (prim(half) - prim(-half))
                gain[j, k] += w_angle * half * np.sum(
                    w_speed * (bulk + amp * layer[j]))
    idx = np.arange(size)
    overlap = np.pi / (idx[:, None] + idx[None, :] + 1)
    ones = np.pi / (idx + 1)
    q = np.linalg.solve(overlap - gain, ones / delta)
    return ones @ q / np.pi - 1 / delta


# Worked example: rough typical values for an ALD injector tube with nitrogen
T = 400.0
mu = 22e-6
mass = 28 * const.atomic_mass
D, length = 2e-3, 0.1
R = D / 2
p_in, p_out = 1.2 * torr, 0.8 * torr
s = 0.9
p_mean = (p_in + p_out) / 2
dp = p_in - p_out
v0 = np.sqrt(2 * k_B * T / mass)


def mean_free_path(p):
    return mu / p * np.sqrt(np.pi * k_B * T / (2 * mass))


mfp = mean_free_path(p_mean)
kn = mfp / D
F = slip_factor(kn, s)
zeta = mfp * (2 - s) / s
G = dp / length
u_noslip = G * R**2 / (8 * mu)
u_wall = zeta * G * R / (2 * mu)
u_axis = G * (R**2 + 2 * R * zeta) / (4 * mu)
n_noslip = np.pi * R**4 * p_mean * dp / (8 * mu * k_B * T * length)
n_slip = n_noslip * F
sccm = 1e-6 * const.atm / (k_B * const.zero_Celsius) / 60

# Wall balance, with mean speed 2/sqrt(pi) in units of v0
for acc in (1.0, 0.9, 0.4):
    found, stress = wall_slip_from_velocity_space(acc)
    expected = (2 - acc) / acc * 2 * stress / (2 / np.sqrt(np.pi))
    assert abs(found / expected - 1) < 1e-6

# Slip boundary-value problem
for kn_test, acc in ((kn, s), (0.01, 1.0), (0.08, 0.5)):
    fv = finite_volume_factor(kn_test, acc)
    assert abs(fv / slip_factor(kn_test, acc) - 1) < 1e-4
fv_example = finite_volume_factor(kn, s)


# Finite pressure drop with the local Knudsen number
def pressure_slope(z, p):
    local = slip_factor(mean_free_path(p) / D, s)
    return -n_slip * 8 * mu * k_B * T / (np.pi * R**4 * p * local)


path = solve_ivp(pressure_slope, (0, length), [p_in], rtol=1e-10, atol=1e-10)
p_end = path.y[0, -1]
assert abs(p_end / p_out - 1) < 1e-6

# Kinetic solver: free-molecular limit, where a constant trial suffices
for acc in (1.0, 0.9):
    free = kinetic_mean_velocity(1e-4, acc, size=1)
    limit = 8 / (3 * np.sqrt(np.pi)) * (2 - acc) / acc
    assert abs(free / limit - 1) < 5e-3


# True first-order coefficient relative to Maxwell's
def coefficient_ratio(delta, acc):
    excess = kinetic_mean_velocity(delta, acc) - delta / 4
    return excess / (np.sqrt(np.pi) / 2 * (2 - acc) / acc)


ratio_diffuse = coefficient_ratio(80, 1.0)
ratio_example = coefficient_ratio(80, s)
ratio_specular = coefficient_ratio(80, 0.05)
assert abs(coefficient_ratio(40, 1.0) / ratio_diffuse - 1) < 0.02
assert 1.10 < ratio_diffuse < 1.20
assert abs(ratio_specular - 1) < 0.03

# Kinetic result for the example, averaged over the pressure drop (Simpson)
delta_mean = p_mean * R / (mu * v0)
assert abs(delta_mean * kn / (np.sqrt(np.pi) / 4) - 1) < 1e-12
g_in, g_mid, g_out = [kinetic_mean_velocity(p * R / (mu * v0), s)
                      for p in (p_in, p_mean, p_out)]
coarse = kinetic_mean_velocity(delta_mean, s, size=3)
assert abs(coarse / g_mid - 1) < 1e-3
F_kin_mid = g_mid / (delta_mean / 4)
F_kin = (g_in + 4 * g_mid + g_out) / 6 / (delta_mean / 4)
assert 0 < F_kin / F - 1 < 0.10

# Sizes of other neglected effects
rho = p_mean * mass / (k_B * T)
u_mean = u_noslip * F
reynolds = rho * u_mean * D / mu
mach = u_mean / np.sqrt(1.4 * k_B * T / mass)
end_effect = 3 * np.pi * R / (8 * length)
acceleration = 4 / 3 * rho * u_mean**2 * np.log(p_in / p_out) / dp
creep = 0.75 * mu / (rho * T) * 10 / length / u_mean

print(f"temperature: {T:.0f} K")
print(f"viscosity: {mu*1e6:.1f} uPa s")
print(f"molecular mass: {mass/const.atomic_mass:.0f} u")
print(f"tube diameter: {D*1e3:.1f} mm")
print(f"tube length: {length*1e3:.0f} mm")
print(f"inlet pressure: {p_in/torr:.2f} Torr")
print(f"outlet pressure: {p_out/torr:.2f} Torr")
print(f"mean pressure: {p_mean/torr:.2f} Torr = {p_mean:.1f} Pa")
print(f"accommodation s: {s:.2f} (no unit)")
print(f"(2-s)/s: {(2-s)/s:.4f} (no unit)")
print(f"mean free path at mean pressure: {mfp*1e6:.2f} um")
print(f"Kn at mean pressure: {kn:.5f} (no unit)")
print(f"Kn at inlet: {mean_free_path(p_in)/D:.5f} (no unit)")
print(f"Kn at outlet: {mean_free_path(p_out)/D:.5f} (no unit)")
print(f"slip length: {zeta*1e6:.2f} um")
print(f"mean pressure gradient: {G:.1f} Pa/m")
print(f"no-slip mean velocity: {u_noslip:.3f} m/s")
print(f"slip velocity at wall: {u_wall:.3f} m/s")
print(f"mean velocity with slip: {u_mean:.3f} m/s")
print(f"axis velocity with slip: {u_axis:.3f} m/s")
print(f"flow factor F: {F:.4f} (no unit)")
print(f"flow factor from finite volumes: {fv_example:.4f} (no unit)")
print(f"no-slip flow: {n_noslip/sccm:.4f} sccm")
print(f"flow with slip: {n_slip/sccm:.4f} sccm = {n_slip:.4e} molecules/s")
print(f"outlet pressure from integration: {p_end/torr:.6f} Torr")
print(f"rarefaction delta: {delta_mean:.3f} (no unit)")
print(f"BGK/Maxwell slip coefficient, s=1: {ratio_diffuse:.3f} (no unit)")
print(f"BGK/Maxwell slip coefficient, s=0.9: {ratio_example:.3f} (no unit)")
print(f"BGK/Maxwell slip coefficient, s=0.05: {ratio_specular:.3f} (no unit)")
print(f"BGK flow factor at mean pressure: {F_kin_mid:.4f} (no unit)")
print(f"BGK flow factor over pressure drop: {F_kin:.4f} (no unit)")
print(f"BGK flow: {n_noslip*F_kin/sccm:.4f} sccm")
print(f"BGK flow above slip flow: {100*(F_kin/F-1):.2f} %")
for kn_row in (0.01, 0.03, 0.1):
    d_row = np.sqrt(np.pi) / (4 * kn_row)
    f_row = kinetic_mean_velocity(d_row, s) / (d_row / 4)
    print(f"Kn={kn_row:.2f}, s=0.9: F={slip_factor(kn_row, s):.4f}, "
          f"BGK={f_row:.4f} (no unit)")
print(f"Reynolds number: {reynolds:.3f} (no unit)")
print(f"Mach number: {mach:.4f} (no unit)")
print(f"tube-end resistance, creeping-flow estimate: {100*end_effect:.2f} %")
print(f"gas acceleration share of pressure drop: {100*acceleration:.4f} %")
print(f"thermal creep for 10 K wall difference: {100*creep:.3f} % of flow")
print("all tests passed")
```

It prints:

```
temperature: 400 K
viscosity: 22.0 uPa s
molecular mass: 28 u
tube diameter: 2.0 mm
tube length: 100 mm
inlet pressure: 1.20 Torr
outlet pressure: 0.80 Torr
mean pressure: 1.00 Torr = 133.3 Pa
accommodation s: 0.90 (no unit)
(2-s)/s: 1.2222 (no unit)
mean free path at mean pressure: 71.28 um
Kn at mean pressure: 0.03564 (no unit)
Kn at inlet: 0.02970 (no unit)
Kn at outlet: 0.04455 (no unit)
slip length: 87.12 um
mean pressure gradient: 533.3 Pa/m
no-slip mean velocity: 3.030 m/s
slip velocity at wall: 1.056 m/s
mean velocity with slip: 4.086 m/s
axis velocity with slip: 7.116 m/s
flow factor F: 1.3485 (no unit)
flow factor from finite volumes: 1.3485 (no unit)
no-slip flow: 0.5132 sccm
flow with slip: 0.6920 sccm = 3.0988e+17 molecules/s
outlet pressure from integration: 0.800000 Torr
rarefaction delta: 12.434 (no unit)
BGK/Maxwell slip coefficient, s=1: 1.148 (no unit)
BGK/Maxwell slip coefficient, s=0.9: 1.132 (no unit)
BGK/Maxwell slip coefficient, s=0.05: 1.007 (no unit)
BGK flow factor at mean pressure: 1.4062 (no unit)
BGK flow factor over pressure drop: 1.4063 (no unit)
BGK flow: 0.7217 sccm
BGK flow above slip flow: 4.29 %
Kn=0.01, s=0.9: F=1.0978, BGK=1.1113 (no unit)
Kn=0.03, s=0.9: F=1.2933, BGK=1.3404 (no unit)
Kn=0.10, s=0.9: F=1.9778, BGK=2.1829 (no unit)
Reynolds number: 0.417 (no unit)
Mach number: 0.0100 (no unit)
tube-end resistance, creeping-flow estimate: 1.18 %
gas acceleration share of pressure drop: 0.0190 %
thermal creep for 10 K wall difference: 0.090 % of flow
all tests passed
```
